# Exponential wings and Gaussian core in dopant diffusion by rare migration: a numerical check

```python
"""Delta-layer diffusion by rare migration events.
Substitutional atoms become mobile at rate g, diffuse with diffusivity Dm and
are recaptured at rate r. lam = sqrt(Dm/r), tau = g*t, xi = |x|/lam.
Result under test (r >> g, r*t >> 1): an unmoved spike exp(-tau) plus
  lam*P = int_0^inf dw sqrt(tau) exp(-tau-w^2) I1(2 sqrt(tau) w)
          * exp(-xi^2/(4 w^2)) / (sqrt(pi) w),
with wings tau*exp(-xi)/2 for tau << 1 and a Gaussian core of variance
2*tau*lam^2 for tau >> 1. The tests use lam = 1."""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid, solve_bvp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import i1e, erfc


def profile(xi, tau):
    """Density of moved atoms times lam, from the integral formula."""
    root = np.sqrt(tau)
    w = np.linspace(1e-6, root + np.sqrt(xi) + 9.0, 20001)
    f = root * i1e(2 * root * w) / (np.sqrt(np.pi) * w)
    return trapezoid(f * np.exp(-(w - root)**2 - xi**2 / (4 * w**2)), w)


def log_gauss(xi, tau):
    return -xi**2 / (4 * tau) - 0.5 * np.log(4 * np.pi * tau)


def decay_length(xi, tau, d=0.05):
    """Local decay length of the profile in units of lam."""
    return 2 * d / np.log(profile(xi - d, tau) / profile(xi + d, tau))


# Two-species rate equations on a spatial grid, solved by diagonalization
h, half = 0.1, 200
n = 2 * half + 1
x = h * np.arange(-half, half + 1)
lap = (np.diag(-2.0 * np.ones(n)) + np.diag(np.ones(n - 1), 1)
       + np.diag(np.ones(n - 1), -1))
lap[0, 0] = lap[-1, -1] = -1.0
lap /= h**2
unit = np.eye(n)
start = np.zeros(n)
start[half] = 1 / h
empty = np.zeros(n)


def evolve(g, r, t, s, m):
    """Immobile s and mobile m after time t; lam = 1 means Dm = r."""
    c = np.sqrt(g * r)
    a = np.block([[-g * unit, c * unit], [c * unit, r * (lap - unit)]])
    ev, vec = eigh(a)
    y = np.concatenate([s / np.sqrt(r), m / np.sqrt(g)])
    y = vec @ (np.exp(ev * t) * (vec.T @ y))
    return np.sqrt(r) * y[:n], np.sqrt(g) * y[n:]


worst = 0.0
for tau in (0.1, 1.0, 5.0):
    s, m = evolve(1.0, 1e4, tau, start, empty)
    for xi in (1, 2, 4, 6):
        err = abs(s[half + round(xi / h)] / profile(xi, tau) - 1)
        worst = max(worst, err)
    if tau < 2:  # at larger tau the box would cut the fourth moment
        p = s / s.sum()
        var = p @ x**2
        assert abs(var / (2 * tau) - 1) < 0.01
        excess = p @ x**4 / var**2 - 3
        assert abs(excess * tau / 6 - 1) < 0.015
# grid spacing and finite r*t each contribute a few tenths of a percent
assert worst < 0.01

# Exact transient variance and mobile fraction when r is not large
g0, r0, t0 = 1.0, 3.0, 0.7
s, m = evolve(g0, r0, t0, start, empty)
k0 = g0 + r0
grown = 1 - np.exp(-k0 * t0)
assert abs(h * m.sum() - g0 / k0 * grown) < 1e-8
var_exact = 2 * r0 * g0 / k0 * (t0 - grown / k0)
assert abs(h * (s + m) @ x**2 - var_exact) < 1e-7

# Before r*t = 1 the exponential wing has not formed
s, m = evolve(1e-3, 1.0, 0.5, start, empty)
assert s[half + 60] < 0.1 * (0.5e-3 * np.exp(-6) / 2)

# A rate g that changes in time enters only through its time integral
s, m = evolve(5.0, 1e4, 0.02, start, empty)
s, m = evolve(1.0, 1e4, 0.10, s, m)
assert abs(s[half + 30] / profile(3.0, 0.2) - 1) < 0.01

# Slow decay rate of a Fourier mode
for k in (0.3, 1.0, 3.0):
    mat = np.array([[-1.0, 1e4], [1.0, -1e4 * (1 + k**2)]])
    slow = np.linalg.eigvals(mat).real.max()
    assert abs(slow / (-k**2 / (1 + k**2)) - 1) < 3e-4

# Fourier inversion of the mode amplitudes
for xi, tau in ((2.0, 1.44), (1.0, 0.3), (5.0, 4.0)):
    val = quad(lambda k: np.exp(-tau * k**2 / (1 + k**2)) - np.exp(-tau),
               0, np.inf, weight='cos', wvar=xi)[0] / np.pi
    assert abs(val - profile(xi, tau)) < 1e-6

# One migration: displacement law and mean duration; then two migrations
for xi in (0.5, 2.0, 5.0):
    def path(t):
        return np.exp(-t - xi**2 / (4 * t)) / np.sqrt(4 * np.pi * t)
    one = quad(path, 0, 60, points=[1, 5], epsabs=1e-13)[0]
    dur = quad(lambda t: t * path(t), 0, 60, points=[1, 5],
               epsabs=1e-13)[0] / one
    assert abs(one / (np.exp(-xi) / 2) - 1) < 1e-6
    assert abs(dur - (1 + xi) / 2) < 1e-5
    two = quad(lambda y: np.exp(-abs(y) - abs(xi - y)) / 4, -30, 30,
               points=[0, xi], epsabs=1e-12)[0]
    assert abs(two / ((1 + xi) * np.exp(-xi) / 4) - 1) < 1e-6

# Short-time slope, central excess, end of Gaussian core, far wing
slope_coeff = (decay_length(1.0, 0.01) - 1) / 0.01
assert abs(slope_coeff - 0.25) < 0.005
centre_coeff = 200 * (profile(0.0, 200.0) / np.exp(log_gauss(0, 200.0)) - 1)
assert abs(centre_coeff - 0.75) < 0.02
edge = 2 * 1e5**0.75
log_ratio = np.log(profile(edge, 1e5)) - log_gauss(edge, 1e5)
assert abs(log_ratio - 1) < 0.03  # next order is about -6/sqrt(tau)
far = 1 / decay_length(500.0, 1.0)
assert abs(far - (1 - np.sqrt(1 / 1000))) < 0.003

# Worked example: boron delta layer in silicon, rough typical values
lam, g, T = 5.0, 2e-4, 1073.15          # nm, 1/s, K
Dm_cm, sheet, depth = 1e-6, 2e11, 300.0  # cm2/s, 1/cm2, nm
r = Dm_cm * 1e14 / lam**2
D = g * lam**2
scale = sheet / (lam * 1e-7)            # 1/cm3
print(f"temperature {T:.2f} K = {T - 273.15:.0f} C")
print(f"lambda {lam:.1f} nm, g {g:.1e} 1/s, Dm {Dm_cm:.1e} cm2/s")
print(f"sheet density {sheet:.1e} 1/cm2, layer depth {depth:.0f} nm")
print(f"recapture rate r {r:.2e} 1/s, mobile fraction {g / (g + r):.1e}")
print(f"effective D = g lambda^2: {D:.2e} nm2/s = {D * 1e-14:.2e} cm2/s")
cases = ((600.0, (10, 20, 30)), (7200.0, (20, 40, 60)),
         (360000.0, (0, 60, 250)))
for t, places in cases:
    tau = g * t
    print(f"ANNEAL {t:.0f} s = {t / 3600:.3f} h: events per atom {tau:.3f}")
    print(f"  unmoved fraction {np.exp(-tau):.3e}, "
          f"rms spread {np.sqrt(2 * D * t):.2f} nm, "
          f"excess kurtosis {6 / tau:.3f}")
    for z in places:
        c = scale * profile(z / lam, tau)
        cg = scale * np.exp(log_gauss(z / lam, tau))
        print(f"  at {z} nm: model {c:.3e}, Gaussian {cg:.3e} 1/cm3")

tau = g * 600
single = scale * tau * np.exp(-tau - 20 / lam) / 2
multi = 1 - tau * np.exp(-tau) / (1 - np.exp(-tau))
print(f"10 min, 20 nm: one-event term alone {single:.3e} 1/cm3")
print(f"10 min: share of moved atoms with 2+ events {100 * multi:.2f} %")
print(f"10 min: two/one-event ratio at 20 nm {tau * (1 + 20 / lam) / 4:.3f}")
print(f"10 min: decay length at 20 nm {lam * decay_length(4, tau):.3f} nm, "
      f"lambda(1+tau/4) {lam * (1 + tau / 4):.3f} nm")
print(f"mean duration of a 20 nm migration {(1 + 20 / lam) / (2 * r):.2e} s")
tau_long = g * 360000
print(f"100 h: Gaussian core ends near {2 * lam * tau_long**0.75:.0f} nm")
print(f"100 h: central excess 3/(4 tau) {75 / tau_long:.2f} %")

print("NEGLECTED EFFECTS")
kT = const.k * T / const.e
Ea = 3.5
hot = np.exp(Ea / kT - Ea * const.e / (const.k * (T + 5)))
print(f"5 K too hot, rough activation {Ea} eV put in g: "
      f"g up {100 * (hot - 1):.1f} %")
burst, t_burst = 5.0, 60.0
tau_b = g * (burst * t_burst + 600 - t_burst)
print(f"g raised {burst:.0f}x for first {t_burst:.0f} s of 10 min: "
      f"events {tau:.3f} -> {tau_b:.3f}")

# Hole accumulation at a thin acceptor sheet (y = band bending / kT)
sol = solve_bvp(lambda z, y: np.vstack([y[1], np.sinh(y[0])]),
                lambda a, b: np.array([a[1] + 3.0, b[0]]),
                np.linspace(0, 12, 200),
                np.vstack([2 * np.exp(-np.linspace(0, 12, 200)),
                           -2 * np.exp(-np.linspace(0, 12, 200))]), tol=1e-6)
assert sol.success and abs(sol.sol(0)[0] - 2 * np.arcsinh(1.5)) < 1e-3
ni, eps_r = 2e18, 11.7                  # 1/cm3, relative permittivity
debye = np.sqrt(eps_r * const.epsilon_0 * kT / (2 * const.e * ni * 1e6))
bend = 2 * np.arcsinh(sheet * 1e4 / (8 * ni * 1e6 * debye))
print(f"rough n_i {ni:.0e} 1/cm3, eps_r {eps_r}, "
      f"screening length {debye * 1e9:.2f} nm")
print(f"hole density at sheet above n_i by {100 * (np.exp(bend) - 1):.1f} %")

# Finite width of the grown layer
sig = 1.0
blur = quad(lambda z: np.exp(-z**2 / (2 * sig**2) - abs(20 - z) / lam),
            -8 * sig, 8 * sig)[0] / np.sqrt(2 * np.pi) / sig
gain = blur / np.exp(-20 / lam)
assert abs(gain - np.exp(sig**2 / (2 * lam**2))) < 1e-6
peak = sheet / (np.sqrt(2 * np.pi) * sig * 1e-7)
print(f"layer rms width {sig:.1f} nm: wing up {100 * (gain - 1):.2f} %, "
      f"initial peak {peak:.2e} 1/cm3")

# One-sided exponential tail added by sputter depth profiling
tail = 1.5


def seen_moved(z):
    f = quad(lambda y: np.exp(-y / tail - abs(z - y) / lam), 0, 60,
             points=[z], epsabs=1e-13)[0]
    return tau * np.exp(-tau) * f / (2 * lam * tail)


def seen_still(z):
    return np.exp(-tau - z / tail) / tail


boost = seen_moved(30) / (tau * np.exp(-tau - 30 / lam) / (2 * lam))
assert abs(boost - 1 / (1 - tail / lam)) < 1e-4
cross = brentq(lambda z: seen_moved(z) - seen_still(z), 2, 30)
print(f"profiling tail {tail} nm, 10 min: deep wing times {boost:.3f}, "
      f"wing dominates beyond {cross:.1f} nm")

# Atomic jumps between planes instead of continuous diffusion
b_test = 0.5
size = 201
walk = (np.diag((1 + 2 / b_test**2) * np.ones(size))
        - np.diag(np.ones(size - 1), 1) / b_test**2
        - np.diag(np.ones(size - 1), -1) / b_test**2)
rest = np.linalg.solve(walk, np.eye(size)[100])
assert abs(np.log(rest[110] / rest[111])
           - np.arccosh(1 + b_test**2 / 2)) < 1e-8
b = 0.543 / 4
lattice = b / lam / np.arccosh(1 + b**2 / (2 * lam**2))
print(f"plane spacing {b:.3f} nm: jumps per migration "
      f"{2 * lam**2 / b**2:.0f}, decay length up {lattice - 1:.1e} (relative)")

grid = np.linspace(depth / lam, depth / lam + 80, 801)
lost = trapezoid([profile(q, tau_long) for q in grid], grid)
lost_g = 0.5 * erfc(depth / np.sqrt(4 * D * 360000))
print(f"100 h: fraction beyond {depth:.0f} nm on one side {lost:.2e}, "
      f"Gaussian {lost_g:.2e}")
print(f"largest grid-versus-formula deviation {100 * worst:.2f} %")
print("all assertions hold")
```

Running it gives:

```
temperature 1073.15 K = 800 C
lambda 5.0 nm, g 2.0e-04 1/s, Dm 1.0e-06 cm2/s
sheet density 2.0e+11 1/cm2, layer depth 300 nm
recapture rate r 4.00e+06 1/s, mobile fraction 5.0e-11
effective D = g lambda^2: 5.00e-03 nm2/s = 5.00e-17 cm2/s
ANNEAL 600 s = 0.167 h: events per atom 0.120
  unmoved fraction 8.869e-01, rms spread 2.45 nm, excess kurtosis 50.000
  at 10 nm: model 3.152e+15, Gaussian 7.830e+13 1/cm3
  at 20 nm: model 4.521e+14, Gaussian 1.087e+03 1/cm3
  at 30 nm: model 6.479e+13, Gaussian 8.725e-16 1/cm3
ANNEAL 7200 s = 2.000 h: events per atom 1.440
  unmoved fraction 2.369e-01, rms spread 8.49 nm, excess kurtosis 4.167
  at 20 nm: model 6.265e+15, Gaussian 5.847e+15 1/cm3
  at 40 nm: model 2.886e+14, Gaussian 1.405e+12 1/cm3
  at 60 nm: model 1.162e+13, Gaussian 1.306e+06 1/cm3
ANNEAL 360000 s = 100.000 h: events per atom 72.000
  unmoved fraction 5.380e-32, rms spread 60.00 nm, excess kurtosis 0.083
  at 0 nm: model 1.344e+16, Gaussian 1.330e+16 1/cm3
  at 60 nm: model 8.006e+15, Gaussian 8.066e+15 1/cm3
  at 250 nm: model 3.905e+12, Gaussian 2.259e+12 1/cm3
10 min, 20 nm: one-event term alone 3.899e+14 1/cm3
10 min: share of moved atoms with 2+ events 5.88 %
10 min: two/one-event ratio at 20 nm 0.150
10 min: decay length at 20 nm 5.149 nm, lambda(1+tau/4) 5.150 nm
mean duration of a 20 nm migration 6.25e-07 s
100 h: Gaussian core ends near 247 nm
100 h: central excess 3/(4 tau) 1.04 %
NEGLECTED EFFECTS
5 K too hot, rough activation 3.5 eV put in g: g up 19.2 %
g raised 5x for first 60 s of 10 min: events 0.120 -> 0.168
rough n_i 2e+18 1/cm3, eps_r 11.7, screening length 3.87 nm
hole density at sheet above n_i by 6.7 %
layer rms width 1.0 nm: wing up 2.02 %, initial peak 7.98e+17 1/cm3
profiling tail 1.5 nm, 10 min: deep wing times 1.429, wing dominates beyond 7.9 nm
plane spacing 0.136 nm: jumps per migration 2713, decay length up 3.1e-05 (relative)
100 h: fraction beyond 300 nm on one side 1.17e-06, Gaussian 2.87e-07
largest grid-versus-formula deviation 0.28 %
all assertions hold
```
